# Projected X-ray coherence length at grazing incidence, with its first correction

## Result

X-rays of wavelength $\lambda$ fall on a flat surface at glancing angle $\alpha$, measured from the surface. At each surface point they arrive from a uniform set of mutually incoherent directions, of full width $\Delta$ in the plane of incidence. Two surface points a distance $x$ apart along the beam then interfere, near the specular exit, with fringe contrast

$$
C(x)\simeq\left|\frac{\sin(\pi x/\xi)}{\pi x/\xi}\right|,\qquad
\xi=\frac{\lambda}{\Delta\,\sin\alpha}.
$$

The length $\xi$ is the separation at which the contrast first vanishes in leading order. The expansion parameter is

$$
\varepsilon=\Delta\cot\alpha ,
$$

and the first correction replaces the zero by a small non-zero minimum, $C(\xi)\simeq\varepsilon/2\pi$.

For $\lambda=0.154$ nm, $\Delta=0.10$ mrad and $\alpha=0.50^\circ$, the length across the beam is

$$
\frac{\lambda}{\Delta}=\frac{0.154\ \text{nm}}{1.0\times10^{-4}}=1.54\ \mu\text{m}.
$$

Division by $\sin\alpha=0.008727$, or multiplication by 114.6, gives

$$
\xi=176.5\ \mu\text{m}\approx0.18\ \text{mm}.
$$

This value assumes the first-zero convention, a narrow detector acceptance and a flat surface. Each of these conditions matters below.

## From two scatterers to an average over directions

The algebra uses atomic units, $\hbar=1$. A photon of energy $\omega$ has wavenumber $k=\omega/c=2\pi/\lambda$; here the photon energy is 8051 eV.

Take two equal, weak line scatterers on the surface, the second a distance $x$ further along the beam. A plane wave at incidence angle $\alpha_i$ travels an extra $x\cos\alpha_i$ to reach the second scatterer. The wave leaving it at exit angle $\alpha_f$ has a path shorter by $x\cos\alpha_f$. The phase difference is therefore

$$
\phi=kx(\cos\alpha_i-\cos\alpha_f),
$$

and one incident direction gives the intensity

$$
|1+e^{i\phi}|^2=2+2\cos\phi .
$$

Different incident directions are incoherent, so their intensities add. Write $\alpha_i=\alpha+\delta$, with $\delta$ uniform on $[-\Delta/2,\Delta/2]$, and define

$$
g(x)=\frac1\Delta\int_{-\Delta/2}^{\Delta/2}e^{ikx\cos(\alpha+\delta)}\,d\delta .
$$

The averaged intensity is

$$
I=2+2\,\mathrm{Re}\!\left[g(x)\,e^{-ikx\cos\alpha_f}\right].
$$

As a narrow detector is scanned in $\alpha_f$, the exponential turns through all phases and $I$ runs between $2(1-|g|)$ and $2(1+|g|)$. The contrast is thus

$$
C=\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}}=|g(x)| .
$$

## Leading order

Set $\delta=\Delta t$, with $|t|\le\tfrac12$, and expand the cosine:

$$
\cos(\alpha+\Delta t)=\cos\alpha-\Delta t\sin\alpha-\tfrac12\Delta^2t^2\cos\alpha+O(\Delta^3).
$$

With the scaled separation

$$
u=kx\Delta\sin\alpha=\frac{2\pi x}{\xi},
$$

the quadratic phase is

$$
\tfrac12kx\Delta^2t^2\cos\alpha=\tfrac12u\varepsilon t^2,
$$

because $\Delta\cos\alpha/\sin\alpha=\varepsilon$. The cubic phase is $u\Delta^2t^3/6$. Since $\Delta=\varepsilon\tan\alpha$, it is of order $\varepsilon^2$ at fixed $\alpha$ and $u$. It is small against the quadratic phase when $\Delta\tan\alpha\ll1$, which holds at glancing incidence but can fail close to normal incidence. Apart from the constant phase $kx\cos\alpha$, which does not affect the modulus,

$$
g=\int_{-1/2}^{1/2}e^{-iut}\left[1-\tfrac{i}{2}u\varepsilon t^2+O(\varepsilon^2)\right]dt .
$$

The leading term is

$$
S(u)=\int_{-1/2}^{1/2}\cos(ut)\,dt=\frac{\sin(u/2)}{u/2}.
$$

The sine part of $e^{-iut}$ is odd and integrates to zero. Since $u/2=\pi x/\xi$, this is the stated contrast law, and its first zero is at $u=2\pi$, or $x=\xi$.

The factor $1/\sin\alpha$ is geometrical. A surface separation $x$ presents only $x\sin\alpha$ across the beam, and loss of coherence through directional spread depends on that transverse separation. Direct numerical averaging of the phase factor puts the first minimum at 352.9, 176.5, 88.2 and 44.1 μm for incidence angles of 0.25, 0.50, 1.00 and 2.00 degrees, with $\Delta$ and $\lambda$ held fixed. These agree with $\lambda/(\Delta\sin\alpha)$.

The length $\xi$ is not a cutoff. At $x=\xi/2=88.2$ μm the contrast is $2/\pi=0.637$. Beyond $\xi$ it revives in side lobes whose leading-order envelope is $\xi/(\pi x)$.

## First correction

The term linear in $\varepsilon$ contains $\int t^2\cos(ut)\,dt=-S''(u)$, so

$$
g=S(u)+\frac{i\varepsilon u}{2}S''(u)+O(\varepsilon^2).
$$

The correction is imaginary while the leading term is real. The two add in quadrature, and where $S\ne0$ the modulus changes only at order $\varepsilon^2$. Near the zero of $S$, however, the correction is all that remains.

Its value at $u=2\pi$ follows from two integrations by parts. The first gives

$$
\int_{-1/2}^{1/2}t^2\cos(2\pi t)\,dt
=\left[\frac{t^2\sin2\pi t}{2\pi}\right]_{-1/2}^{1/2}
-\frac1\pi\int_{-1/2}^{1/2}t\sin(2\pi t)\,dt ,
$$

where the bracket vanishes. The second gives

$$
\int_{-1/2}^{1/2}t\sin(2\pi t)\,dt
=\left[-\frac{t\cos2\pi t}{2\pi}\right]_{-1/2}^{1/2}
+\frac1{2\pi}\int_{-1/2}^{1/2}\cos(2\pi t)\,dt
=\frac1{2\pi}+0 .
$$

Hence the first integral is $-1/(2\pi^2)$, so $S''(2\pi)=1/(2\pi^2)$, and

$$
C(\xi)\simeq\frac{\varepsilon(2\pi)}{2}\,\frac1{2\pi^2}=\frac{\varepsilon}{2\pi}.
$$

In the example $\cos\alpha$ is 1 to the accuracy needed, so $\varepsilon=1.0\times10^{-4}/0.008727=0.0115$ and $C(\xi)\simeq0.0018$. A sum of intensities over exact source-to-scatterer-to-detector distances gives 0.002.

The position of the minimum is affected less. Put $u=2\pi+\eta$. Since $S'(2\pi)=-1/(2\pi)$,

$$
|g|^2\simeq\left(-\frac{\eta}{2\pi}+a\varepsilon^2\right)^2+\varepsilon^2(b_0+b_1\eta)^2,
$$

where $a$, $b_0$ and $b_1$ are constants independent of $\varepsilon$. Setting the derivative with respect to $\eta$ to zero gives

$$
-\frac1{2\pi}\left(-\frac{\eta}{2\pi}+a\varepsilon^2\right)+\varepsilon^2b_1(b_0+b_1\eta)=0 ,
$$

so $\eta=O(\varepsilon^2)$. The estimate of $\xi$ has no correction linear in $\varepsilon$.

The expansion requires the largest quadratic phase, $u\varepsilon/8$, to be small. As a power series it therefore fails at separations of order $\xi/\varepsilon$. The contrast law itself still holds there if $\varepsilon\ll1$: the two ends of the angular range then dominate the integral, and the quadratic phase is the same at both, so it drops out of the modulus. Once $\alpha$ is comparable with $\Delta$, the first zero is filled in: at $\alpha=\Delta$ the contrast at $x=\xi$ is about 0.16, although at $x=\xi/2$ it is still 0.635.

## The opposite limit: a beam touching the horizon

Suppose the incident directions fill the range from 0 to $\Delta$, so that $\alpha=\Delta/2$ and $\varepsilon\simeq2$. For small angles $\cos\alpha_i\simeq1-\alpha_i^2/2$, and with $\alpha_i=\Delta t$

$$
|g|=\left|\int_0^1e^{-iqt^2}dt\right|,\qquad q=\tfrac12kx\Delta^2 .
$$

For $q\gg1$ the region near $t=0$ dominates, because the phase is stationary there. Extending the upper limit to infinity gives

$$
|g|\simeq\frac12\sqrt{\frac{\pi}{q}}
=\frac12\sqrt{\frac{2\pi}{kx\Delta^2}}
=\frac{1}{2\Delta}\sqrt{\frac{\lambda}{x}} .
$$

The contrast now falls as $x^{-1/2}$, more slowly than the $x^{-1}$ envelope of the leading-order law. Directions close to the horizon have nearly equal projections on the surface, so they dephase slowly. This limit concerns the phase average alone; it says nothing about how strongly a surface scatters at such angles.

## What the angular spread means

The number 0.18 mm belongs to a full-width, first-zero convention. For a Gaussian distribution of directions with standard deviation $\sigma$, the linear phase gives

$$
C(x)=e^{-(kx\sigma\sin\alpha)^2/2}.
$$

If $\Delta$ is the full width at half maximum, then $\sigma=\Delta/\sqrt{8\ln2}$. Half contrast requires $kx\sigma\sin\alpha=\sqrt{2\ln2}$, so

$$
x_{1/2}=\frac{\sqrt{2\ln2}\,\sqrt{8\ln2}}{k\Delta\sin\alpha}
=\frac{4\ln2}{2\pi}\,\xi=\frac{2\ln2}{\pi}\,\xi=77.9\ \mu\text{m}.
$$

The uniform distribution reaches half contrast at 106.5 μm. If 0.10 mrad is instead the standard deviation, the contrast is $e^{-1/2}=0.607$ at $\xi/2\pi=28.1$ μm. A quoted coherence length therefore needs both its contrast criterion and its definition of spread.

The spread is also local: it is the range of directions arriving at one surface point. For an incoherent source of size $s$ at distance $L$, $\Delta=s/L$ and

$$
\xi=\frac{\lambda L}{s\sin\alpha}.
$$

A source of 50 μm at 0.50 m gives 0.10 mrad. With the source size and the separation $x=176.5$ μm held fixed, doubling $L$ raises the computed contrast from 0.002 to 0.637, as expected when $\xi$ doubles.

## Bandwidth

Let $k$ be spread uniformly over a relative full width $b$. In the incident field at equal times, the phase between two surface points is $kx\cos\alpha$. Its range over the band reaches $2\pi$ at

$$
x=\frac{\lambda}{b\cos\alpha}.
$$

For $b=3.0\times10^{-4}$ this is 0.513 μm, far below $\xi$. The scattering experiment does not measure this equal-time correlation. The delay on the way in is largely cancelled on the way out, and the phase is $kx(\cos\alpha-\cos\alpha_f)$. Averaging over the band gives another sinc factor, with first zero at

$$
x_b=\frac{\lambda}{b\,|\cos\alpha-\cos\alpha_f|}.
$$

At the specular exit the denominator vanishes and the bandwidth imposes no limit at this order. Above the specular exit, $x_b$ falls to $\xi$ when

$$
\cos\alpha-\cos\alpha_f=\frac{\lambda}{b\xi}=\frac{\Delta\sin\alpha}{b}=0.0029,
$$

which is at $\alpha_f=4.40^\circ$. For $x=\xi/2$ the corresponding exit angle is $6.20^\circ$, and the computed contrast there is 0.0001, against 0.637 near the specular exit at the same separation.

## Detector acceptance

A detector that accepts a range $\Delta_f$ of exit angles also adds intensities. The average over exit directions has the same form as that over incident directions, so in leading order

$$
C(x)\simeq\left|\operatorname{sinc}\!\left(\frac{x\Delta\sin\alpha}{\lambda}\right)
\operatorname{sinc}\!\left(\frac{x\Delta_f\sin\alpha_f}{\lambda}\right)\right|,
\qquad \operatorname{sinc}z=\frac{\sin\pi z}{\pi z}.
$$

For $\Delta_f=\Delta$ near the specular exit, this leading-order law moves half contrast from 106.5 to 78.2 μm. At $x=\xi/2$ the leading contrast is $c=(2/\pi)^2=0.405$, while the exact-path calculation gives 0.409. The difference is a correction linear in $\varepsilon$, because the detector factor varies during the scan.

To see this, note that the central maximum is at $\alpha_f=\alpha$, where $I/2=1+c$. The neighbouring minimum is where the phase has changed by $\pi$, which for $x=\xi/2$ is an angle $\Delta$ away. On the low-angle side, $\sin\alpha_f\simeq(1-\varepsilon)\sin\alpha$. The logarithmic slope of the detector factor is

$$
\frac{d\ln\operatorname{sinc}z}{d\ln z}=\pi z\cot\pi z-1=-1\quad\text{at }z=\tfrac12 ,
$$

so that factor grows by $1+\varepsilon$, and the minimum is $I/2=1-c(1+\varepsilon)$. Therefore

$$
C\simeq\frac{2c+c\varepsilon}{2-c\varepsilon}\simeq c+\frac{\varepsilon c}{2}(1+c)=0.405+0.003 .
$$

Before the two terms are rounded the sum is 0.4085, which agrees with 0.409 to within rounding and the neglected terms of order $\varepsilon^2\approx10^{-4}$. This value uses the deeper, low-angle minimum. The minimum on the high-angle side gives a correction of opposite sign and a contrast of 0.402.

## Refraction and bow

Inside a film of refractive index $n$, Snell's law for glancing angles reads $n\cos\alpha'=\cos\alpha$. Differentiation gives $n\Delta'\sin\alpha'=\Delta\sin\alpha$. With $\lambda'=\lambda/n$,

$$
\frac{\lambda'}{\Delta'\sin\alpha'}=\frac{\lambda}{n\Delta'\sin\alpha'}=\frac{\lambda}{\Delta\sin\alpha}=\xi .
$$

For silicon, treated as a gas of free electrons without absorption, the critical angle is $0.221^\circ$. The chosen beam enters at $0.449^\circ$ with a spread of 0.1115 mrad, and the length along the surface remains 176.5 μm.

Bow is more serious if the detector pools the whole footprint. A beam of height $h$ lights a length $F=h/\sin\alpha$. On a surface $z=-X^2/2R$, a pair centred at $X$ has a height difference $-Xx/R$. At the specular exit the incident unit vector minus the outgoing one is $(0,-2\sin\alpha)$, so the path difference is $2Xx\sin\alpha/R$. Averaging over $|X|<F/2$ gives

$$
C_{\text{bow}}=\left|\operatorname{sinc}\!\left(\frac{2Fx\sin\alpha}{\lambda R}\right)\right|
=\left|\operatorname{sinc}\!\left(\frac{2hx}{\lambda R}\right)\right|,
$$

with first zero at $x=\lambda R/2h$. This assumes parallel illumination and many similar pairs along the footprint, all viewed in the same exit direction.

## Reading the numbers for a laboratory reflectometer

The example lies in the regime of a copper K-alpha reflectometer and a silicon wafer. The bandwidth above, a beam height of 100 μm and a bow radius of 50 m for a wafer under film stress are rough values. That bandwidth is about the width of a single K-alpha line, but a real line is close to Lorentzian rather than flat. A Lorentzian of relative full width $b$ at half maximum replaces the sinc factor by $e^{-\pi x/x_b}$, which has no zero: at separation $\xi/2$ the contrast is then 0.13 at an exit angle of $4.40^\circ$ and 0.028 at $6.20^\circ$. If both lines of the doublet are present, about 0.25% apart in wavelength and with intensities near 2:1, they alone reduce the fringe contrast at separation $\xi/2$ to a third of its single-line value when the exit angle is about $1.6^\circ$, well below the $6.20^\circ$ found for a single flat band. A local spread of 0.10 mrad needs a small source, as in the example above, or narrow slits; a larger local spread reduces $\xi$ in inverse proportion. The footprint is about 11 mm, or about 65 coherence lengths, so its length should not be mistaken for the coherence length. Bow matters at the assumed radius: for the pooled footprint under parallel illumination the bow limit is 38.5 μm, well below $\xi$, and it equals $\xi$ only at a radius of 229 m. Without collimating optics, a source at 0.50 m also changes the incidence angle by 0.20 mrad across the beam height. Taken alone and pooled in a fixed exit direction, that range would put the first zero at $\xi/2$. Together with the bow, which acts like a range $2F/R=0.46$ mrad, it adds for a convex surface and subtracts for a concave one, moving the first zero to about 27 μm or 68 μm.

Sideways, the phase between points a distance $y$ apart is $ky\psi$ for a small lateral angle $\psi$, without a factor $\sin\alpha$. A lateral divergence of 20 mrad, again a rough value, gives $\lambda/\Delta_\psi\approx8$ nm. The same divergence also changes the projection along the beam, from $x\cos\alpha$ to $x\cos\alpha\cos\psi$. For $|\psi|\le\Delta_\psi/2$ the extra phase, about $kx\psi^2/2$, reaches $2\pi$ at $x=8\lambda/\Delta_\psi^2\approx3$ μm. For point-like scatterers viewed at one fixed lateral angle, the contrast is therefore only about 0.3 at this separation and about 0.04 at $\xi/2$, against 0.637 without lateral divergence. The length $\xi$ applies to features that are uniform across the beam over a length much greater than $x\Delta_\psi$ (about 2 μm at $x=\xi/2$), such as grating lines, recorded with a detector that is open sideways. Such features conserve the lateral component of the wavevector, so the change in projection on the way in is cancelled on the way out near the specular exit.

## Table of computed values

```
wavelength: 0.154 nm
photon energy: 8051 eV
angular spread, full width: 0.10 mrad
incidence angle: 0.50 degrees
sine of incidence angle: 0.008727
projection factor 1/sine: 114.6
coherence length normal to beam: 1.54 um
projected coherence length: 176.5 um = 0.176 mm
numerical contrast zero at 0.25 degrees: 352.9 um
numerical contrast zero at 0.50 degrees: 176.5 um
numerical contrast zero at 1.00 degrees: 88.2 um
numerical contrast zero at 2.00 degrees: 44.1 um
half of projected length: 88.2 um
fringe contrast at half length: 0.637
fringe contrast at full length: 0.002
same at full length, source twice as far: 0.637
uniform spread, contrast 1/2 at: 106.5 um
Gaussian FWHM spread, contrast 1/2 at: 77.9 um
Gaussian rms spread, length xi/(2 pi): 28.1 um
contrast at that length: 0.607
source distance: 0.50 m
source size for this spread: 50.0 um
beam height: 100 um
footprint length: 11459 um
coherence lengths in footprint: 64.9
relative bandwidth: 3.0e-04
equal-time incident coherence on surface: 0.513 um
exit angle where bandwidth limit equals xi: 4.40 degrees
exit angle where bandwidth limit equals xi/2: 6.20 degrees
fringe contrast at xi/2 and that exit: 0.0001
contrast at xi/2, detector acceptance = spread: 0.409
contrast 1/2 with that detector at: 78.2 um
silicon index decrement: 7.44e-06
silicon critical angle: 0.221 degrees
glancing angle inside silicon: 0.449 degrees
angular spread inside silicon: 0.1115 mrad
projected length from inside values: 176.5 um
wafer bow radius: 50 m
tilt range over footprint: 0.229 mrad
bow-limited length, pooled footprint: 38.5 um
bow radius at which bow limit equals xi: 229 m
incidence change across uncollimated beam: 0.20 mrad
lateral divergence: 20 mrad
lateral coherence length: 7.70 nm
```
